# The Tkatchenko–Scheffler combination rule for unlike-pair dispersion coefficients, part 2

How well does a combination rule give the dispersion coefficient $C_{AB}$ of two unlike neutral species from like-pair data? The centres of A and B are $R$ apart along $z$, and the orientation-averaged energy is $E_{\rm disp}=-C_{AB}/R^6$. Polarizability volumes are $\alpha=\alpha^{\rm SI}/(4\pi\varepsilon_0)$. For species $X$, $\alpha_X$ is the static value and $\alpha_X(i\omega)$ the response to a field growing as $e^{\omega t}$. Coefficients $C_{XX}$ are for like pairs.

For fixed orientations, with $T=\frac{1}{R^3}\,{\rm diag}(1,1,-2)$,

$$E_{\rm disp}=-\frac{\hbar}{2\pi}\int_0^\infty\sum_{ijkl}T_{ij}T_{kl}\,\alpha^{A}_{ik}(i\omega)\,\alpha^{B}_{jl}(i\omega)\,d\omega . \tag{10}$$

Orientational averaging gives the full integral

$$C_{AB}=\frac{3\hbar}{\pi}\int_0^\infty\alpha_A(i\omega)\,\alpha_B(i\omega)\,d\omega . \tag{11}$$

The one-pole model is

$$\alpha_X(i\omega)=\frac{\alpha_X}{1+\omega^2/\omega_X^2}=\frac{\alpha_X\,\omega_X^2}{\omega_X^2+\omega^2}. \tag{12}$$

For positive $a,b$,

$$\int_0^\infty\!\frac{d\omega}{(a^2+\omega^2)(b^2+\omega^2)}
=\frac{\pi}{2}\,\frac{1/a-1/b}{b^2-a^2}=\frac{\pi}{2ab(a+b)}, \tag{8}$$

which leads to London's formula, the effective frequency $\omega_X$ and the combination rule:

$$C_{AB}=\frac{3\hbar}{\pi}\,\alpha_A\alpha_B\,\omega_A^2\omega_B^2\,\frac{\pi}{2\omega_A\omega_B(\omega_A+\omega_B)}
=\frac{3\hbar}{2}\,\alpha_A\alpha_B\,\frac{\omega_A\omega_B}{\omega_A+\omega_B}. \tag{13}$$

$$C_{XX}=\frac{3}{4}\,\hbar\,\omega_X\alpha_X^2,\qquad \omega_X=\frac{4\,C_{XX}}{3\hbar\,\alpha_X^2}. \tag{14}$$

$$C_{AB}=\frac{2\,C_{AA}C_{BB}}{\dfrac{\alpha_B}{\alpha_A}C_{AA}+\dfrac{\alpha_A}{\alpha_B}C_{BB}} . \tag{17}$$

With $s=\ln(\omega_A/\omega_B)$, the rule is equivalent to

$$C_{AB}=\frac{\sqrt{C_{AA}C_{BB}}}{\cosh(s/2)} . \tag{24}$$

For real spectra, (14) defines $\omega_X$ and the rule is approximate. If both species share one spectral shape, $\alpha_X(i\omega)=\alpha_X\,g(\omega/w_X)$ with $g(0)=1$ and frequency scales $w_X$, then

$$\frac{C_{AB}^{\rm full}}{C_{AB}^{\rm rule}}-1=s^2\left(\frac14-\frac K2\right)+O(s^4), \tag{34}$$

where $K=\int_0^\infty u^2g'(u)^2du\big/\int_0^\infty g(u)^2du$, and $K=1/2$ for one pole.

Two earlier tests reappear in the computed results. In the two-pole model, $g$ is an equal-weight sum of poles whose frequencies differ by a factor 4: $K=0.430$, the coefficient in (34) is $0.035$, and at $w_A/w_B=2$ the rule is 1.6 % too small. In the mixing test, a two-pole response was paired with a mixture of itself and a different two-pole response; doubling the admixture from 1 % to 2 % multiplied the relative error by 3.93.

### What the effective pole represents

At a very high growth rate the binding forces do not matter. An electron then obeys $m_e\omega^2x=-eF$, and its dipole $-ex$ is $e^2F/(m_e\omega^2)$. For $N$ electrons, $\alpha(i\omega)\to Ne^2/(4\pi\varepsilon_0m_e\omega^2)$. The model (12) tends to $\alpha_X\omega_X^2/\omega^2$, so its tail corresponds to

$$N_{\rm eff}=\frac{4\pi\varepsilon_0\,m_e\,\alpha_X\omega_X^2}{e^2} \tag{35}$$

electrons. This cannot exceed the number in the tail of the full spectrum. Write the full response as a sum of poles $\omega_n$ that contribute fractions $p_n\ge0$ of the static polarizability, $\sum p_n=1$. Equations (8) and (14) give

$$\omega_X=\sum_{nm}p_np_m\frac{2\omega_n\omega_m}{\omega_n+\omega_m}
\le\Big(\sum_np_n\sqrt{\omega_n}\Big)^2\le\sum_np_n\omega_n\le\Big(\sum_np_n\omega_n^2\Big)^{1/2}. \tag{36}$$

The first step uses the fact that a harmonic mean does not exceed a geometric mean; the other two are Cauchy–Schwarz inequalities. The tail of the full spectrum is proportional to $\alpha_X\sum p_n\omega_n^2$, which proves the statement. The effective pole reproduces the static polarizability and the like-pair integral, but it does not represent the spectrum itself.

### Computed input for HF and H₂O

HF and H₂O are the main neutral molecules of a dilute hydrofluoric-acid cleaning bath; the ions that the bath also contains are not treated. Here each whole molecule is one species. The HF bond length is set to 0.92 Å, the OH length to 0.96 Å and the water angle to 104.5°. The functions $\alpha(i\omega)$ come from coupled Hartree–Fock linear response in the aug-cc-pVTZ basis, in which the orbitals adjust self-consistently to the field. This response is a sum of poles of the form used in (36).

| Quantity | HF | H₂O |
|---|---|---|
| $\alpha_X$ (Å³) | 0.7059 | 1.2530 |
| $C_{XX}$ (eV Å⁶) | 9.647 | 23.517 |
| $\hbar\omega_X$ (eV) | 25.81 | 19.97 |
| Koopmans ionization energy (eV) | 17.69 | 13.88 |
| $N_{\rm eff}$ | 4.29 | 4.55 |

The extra digits serve the arithmetic and do not express physical accuracy. For HF, (14) gives

$$\hbar\omega_{\rm HF}=\frac{4(9.647)}{3(0.7059)^2}\ {\rm eV}=25.8\ {\rm eV}. \tag{37}$$

Both effective energies lie well above the ionization energies. By (36), $\omega_X$ is at most the weighted mean of the pole frequencies, so part of the response must come from excitations above these effective energies.

The tail of the computed response contains 9.0 electrons for each molecule, about twice $N_{\rm eff}$. Each molecule has ten electrons. The missing one reflects the finite basis; that it belongs mainly to excitations of the 1s core is a conjecture. At $\omega=\omega_X$ the full response has fallen to 0.494 of its static value for HF and 0.495 for H₂O, against 0.5 for one pole. The model is thus close to the full response at this frequency and poor in the far tail.

### The unlike-pair coefficient

Let A be HF and B be H₂O. Then $\alpha_B/\alpha_A=1.775$ and $\alpha_A/\alpha_B=0.5634$, and (17) gives

$$C_{AB}=\frac{2(9.647)(23.517)}{1.775(9.647)+0.5634(23.517)}
=\frac{453.7}{17.12+13.25}=14.94\ {\rm eV\,Å^6}. \tag{38}$$

In SI units this is $2.39\times10^{-78}$ J m⁶. The full integral (11) with the same response functions gives 14.95 eV Å⁶. The errors below are relative to that integral.

| Estimate | $C_{AB}$ (eV Å⁶) | Error |
|---|---|---|
| Combination rule | 14.94 | −0.10 % |
| Geometric mean | 15.06 | +0.72 % |
| London, Koopmans energies | 10.32 | −31 % |

The London entry uses (13) with the same polarizabilities but with ionization energies in place of $\hbar\omega_X$. Those energies are 0.69 and 0.70 of the effective ones. Equation (13) is proportional to a common frequency factor, which accounts for the 31 % deficit. The choice of frequency matters far more here than the way in which two coefficients are averaged.

The logarithmic ratio is $s=0.257$, so $s^2/8=0.8$ %. This is the reduction below the geometric mean predicted by (24). The small remaining error has the sign found for the two-pole shape. If the two molecules shared one spectral shape, (34) would require $K\approx0.47$, whereas the computed responses have $K=0.451$ for HF and $0.455$ for H₂O, so the shapes are not identical; the nearly equal values 0.494 and 0.495 compare the responses at only one scaled frequency and do not show that the shapes agree.

### How far the coefficient itself can be trusted

The 0.1 % agreement tests the rule, not the underlying response. The smaller aug-cc-pVDZ basis gives 13.81 eV Å⁶ for the full integral, 8 % below the larger basis. Adding one more diffuse shell per angular momentum to aug-cc-pVTZ raises the static polarizabilities to 0.730 and 1.270 Å³ and the full integral by 2 %, to 15.28 eV Å⁶; $s$ falls to 0.235 and the error of the rule becomes −0.08 %. The tabulated values are therefore not converged to the percent level, although the accuracy of the rule hardly changes.

Electron correlation matters more. Finite-field MP2 energies in the smaller basis give static polarizabilities 1.13 times the Hartree–Fock values for both molecules (1.14 for HF and 1.13 for H₂O in aug-cc-pVTZ). If the effective frequencies are held fixed, (13) raises $C_{AB}$ by the product of the two ratios, $1.127\times1.129\approx1.27$. If $N_{\rm eff}$ is held fixed instead, (35) makes $\omega_X$ proportional to $\alpha_X^{-1/2}$, and the factor is $1.13^{3/2}\approx1.20$. These estimates give 18 to 19 eV Å⁶, but they are not bounds: if correlation lowers $\omega_X$ by more than the factor $\alpha_X^{-1/2}$ implies, the coefficient is smaller. They are not a correlated calculation of the integral, and molecular vibration is left out. Empirical polarizabilities and like-pair coefficients from dipole oscillator-strength distributions give about 17.4 eV Å⁶ through (17), below both estimates.

For fixed orientations (10) must be used. With the principal axes of both molecules along $x,y,z$, the coefficient is $(\hbar/2\pi)\int(\alpha^A_x\alpha^B_x+\alpha^A_y\alpha^B_y+4\alpha^A_z\alpha^B_z)\,d\omega$. Over all such arrangements it runs from 0.92 to 1.14 times the orientational mean (0.92 to 1.13 with the extra diffuse shell).

### Higher multipoles and retardation

The next averaged term couples the dipole of one species to the quadrupole of the other. Let $T_{ijk}$ be the third derivatives of $1/r$. The coupling is $\tfrac12\sum T_{ijk}a_ib_jb_k$ up to sign, where $a$ and $b$ are electron coordinates of A and B. Let $q_B(i\omega)$ be the averaged response to $\tfrac12(3z^2-r^2)$, normalized like $\alpha$. An isotropic traceless response of $b_jb_k$ to $b_lb_m$ has the form $\tfrac13q_B(\delta_{jl}\delta_{km}+\delta_{jm}\delta_{kl}-\tfrac23\delta_{jk}\delta_{lm})$. Along $z$ the derivatives are $T_{zzz}=-6/R^4$ and $T_{xxz}=T_{yyz}=3/R^4$, each of the latter occurring in three index orders, so $\sum T_{ijk}^2=(36+54)/R^8=90/R^8$. The factor replacing the 6 of the dipole case is $\tfrac14\cdot\tfrac23\cdot90=15$, and

$$C_8=\frac{15\hbar}{2\pi}\int_0^\infty\left(\alpha_Aq_B+q_A\alpha_B\right)d\omega . \tag{39}$$

With quadrupoles taken about the F and O nuclei, $C_8/R^8$ is 5 % of $C_{AB}/R^6$ at 10 Å in aug-cc-pVTZ and 6 % with the extra diffuse shell. Its share grows as $1/R^2$ on approach.

Retardation acts in the other direction. The field of a dipole growing as $e^{\omega t}$ is obtained by applying $\partial_i\partial_j-(\omega/c)^2\delta_{ij}$ to $e^{-\omega r/c}/r$. With $x=\omega R/c$, its two transverse elements are $-(1+x+x^2)e^{-x}/R^3$ and its longitudinal element is $2(1+x)e^{-x}/R^3$. Using this field in place of $T$ in (10), which is the standard retarded form and is adopted here without a separate derivation, multiplies the integrand of (11) by one sixth of the sum of squares:

$$\frac{2(1+x+x^2)^2+4(1+x)^2}{6}e^{-2x}=\frac{3+6x+5x^2+2x^3+x^4}{3}\,e^{-2x}. \tag{40}$$

The energy is reduced by 0.6 % at 10 Å and by 18 % at 100 Å. A single $C_6$ is therefore unsuitable for summing over distances of tens of nanometres.

### Permanent dipoles

Both molecules are polar, with moments $\mu_A=0.402$ and $\mu_B=0.413$ e Å at this level. Let $\eta=\mu_A\mu_B/(4\pi\varepsilon_0R^3k_BT)$. For classical rotation the dipole energy is $V=\eta k_BT\,(\sin a\sin b\cos\phi-2\cos a\cos b)$, where $a$ and $b$ are the angles to the axis and $\phi$ is the relative azimuth. Its uniform average is zero. Its mean square is $(\eta k_BT)^2\left(\tfrac49+\tfrac29\right)$, because $\langle\cos^2\rangle=\tfrac13$, $\langle\sin^2\rangle=\tfrac23$ and $\langle\cos^2\phi\rangle=\tfrac12$. Expanding the Boltzmann factor to first order gives the Keesom mean energy

$$\langle V\rangle\simeq-\frac{\langle V^2\rangle_0}{k_BT}=-\frac{2}{3}\,\eta^2k_BT=-\frac{2\mu_A^2\mu_B^2}{3(4\pi\varepsilon_0)^2k_BT\,R^6}. \tag{41}$$

At 300 K and 10 Å, $\eta=0.093$, so the expansion is justified. The coefficient is 148 eV Å⁶, about ten times that of dispersion at this level of theory. Classical rotation is itself an approximation for these light rotors, whose rotational constants of 9 to 27 cm⁻¹ are not negligible against $k_BT=209$ cm⁻¹; quantized rigid-rotor levels lower the coefficient by 6 %, to about 139 eV Å⁶. For the real molecules the ratio is smaller, because Hartree–Fock overestimates both dipole moments, which enter squared, and underestimates dispersion. The free energy, whose gradient gives the mean force at constant temperature, is $-\langle V^2\rangle_0/(2k_BT)$ to the same order and has half this coefficient.

Induction adds $-\tfrac12\alpha^{\rm SI}\langle F^2\rangle$ for each molecule in the field of the other. Since $\langle4\cos^2a+\sin^2a\rangle=2$, its coefficient is $(\mu_A^2\alpha_B+\mu_B^2\alpha_A)/(4\pi\varepsilon_0)=4.7$ eV Å⁶, or 0.31 of dispersion.

### The pair and the cleaning bath

A dilute HF bath is mostly water. The temperature of 300 K used here is near room temperature, but an isolated pair 10 Å apart does not describe the liquid. At that distance dispersion contributes only −15 μeV. In the liquid, neighbours are near 3 Å, where the clouds overlap, hydrogen bonds form and the expansion in $1/R$ fails. The pair assumption is doubtful as well: for water at 1 g/cm³ the dimensionless electronic coupling $4\pi n\alpha/3$, with $n$ the number density, is 0.18 with the Hartree–Fock polarizability and 0.21 from the measured refractive index 1.333 through the Lorentz–Lorenz relation. This is not very small compared with one, so many-body corrections to a pairwise sum cannot be dismissed; their size is not calculated here. Adhesion of a particle to a wafer also depends on the atoms of both solids, on the intervening liquid and on surface charge. Rule (17) can supply unlike-atom coefficients for such a calculation; by itself it gives no adhesion force. The numerical output below lists the values for the molecular pair.

## Computed results

```
Bond length HF: 0.92 A
Bond length OH in H2O: 0.96 A; angle 104.5 deg
HF static polarizability volume: 0.7059 A^3
HF like-pair C6: 9.647 eV A^6
HF effective energy hbar*w: 25.81 eV
HF Koopmans ionization energy: 17.69 eV
HF electrons in single-pole tail: 4.29
HF electrons in full response tail: 9.01
HF full a(i w)/a(0) at effective w: 0.4940 (one pole: 0.5)
HF dipole moment: 0.4021 e A
H2O static polarizability volume: 1.2530 A^3
H2O like-pair C6: 23.517 eV A^6
H2O effective energy hbar*w: 19.97 eV
H2O Koopmans ionization energy: 13.88 eV
H2O electrons in single-pole tail: 4.55
H2O electrons in full response tail: 9.03
H2O full a(i w)/a(0) at effective w: 0.4946 (one pole: 0.5)
H2O dipole moment: 0.4133 e A
HF-H2O C6, combination rule: 14.939 eV A^6
HF-H2O C6, combination rule: 2.3935e-78 J m^6
HF-H2O C6, full integral: 14.954 eV A^6
HF-H2O C6, geometric mean: 15.062 eV A^6
HF-H2O C6, London with Koopmans: 10.321 eV A^6
Error of rule against full: -0.0979 %
Error of geometric mean against full: +0.7247 %
Error of London against full: -30.9807 %
Log ratio of effective frequencies s: 0.2565
Two-pole model shape, K: 0.4298
Two-pole model, error coefficient: 0.0351
Two-pole model, true/rule - 1 at frequency ratio 2: 1.626 %
Mixing test, error ratio on doubling: 3.929
Full C6, smaller basis aug-cc-pVDZ: 13.806 eV A^6
MP2/HF static polarizability, HF: 1.1274
MP2/HF static polarizability, H2O: 1.1288
C6 factor from correlation, fixed w: 1.273
C6 factor from correlation, fixed N_eff: 1.198
Axis-aligned C6 / mean C6, lowest: 0.919
Axis-aligned C6 / mean C6, highest: 1.139
Pair distance: 10 A; temperature: 300 K
Dispersion energy by rule there: -14.94 ueV
C8 term / C6 term there: 0.0542
Retarded / unretarded at 10 A: 0.99418
Retarded / unretarded at 100 A: 0.8151
Dipole coupling / kT there: 0.0926
Keesom coefficient: 147.6 eV A^6
Keesom / dispersion (rule): 9.88
Induction coefficient: 4.65 eV A^6
Induction / dispersion (rule): 0.311
4 pi n a/3 for water at 1 g/cm3: 0.175
```
